# Depletion depth beneath a thin, heavily doped silicon surface layer

## The question

An n-type silicon crystal fills the region \(x>0\). Its donor density is \(N_1=1\times10^{18}\ \text{cm}^{-3}\) in a surface layer of thickness \(a=20\) nm, and \(N_2=1\times10^{16}\ \text{cm}^{-3}\) below it. A metal contact at \(x=0\) bends the bands upward by \(V=0.6\) V, measured from the deep neutral bulk to the surface. The temperature is 300 K, so \(V_T=kT/q=0.02585\) V, and the permittivity is \(\varepsilon=1.0359\times10^{-12}\) F/cm (relative value 11.7). The elementary charge \(q\) is positive.

Parts (a) to (c) use the depletion approximation: for \(0<x<W\) all donors are ionised and there are no mobile carriers; for \(x>W\) the material is neutral.

## (a) Bending produced by an arbitrary donor profile

**Find the relation between \(V\), \(W\) and a donor density \(N(x)\) that varies with depth.**

Let \(\phi\) be the electrostatic potential. An electron has energy \(-q\phi\), so the upward bending, in volts, is \(\psi(x)=\phi(\infty)-\phi(x)\). Poisson's equation for the donor charge is \(\phi''=-qN/\varepsilon\), and the minus sign in the definition of \(\psi\) turns it into

\[
\psi''(x)=\frac{q}{\varepsilon}N(x),\qquad \psi(W)=\psi'(W)=0 .
\]

The two conditions hold because the neutral region has no field and is the zero of bending. The bending falls with depth, so \(F=-\psi'\) is positive. It is the magnitude of the electric field, which points from the donors towards the negative charge on the metal. Integrating from \(x\) to \(W\) gives \(\psi'(W)-\psi'(x)=F(x)\), hence

\[
F(x)=\frac{q}{\varepsilon}\int_x^W N(x')\,dx' .
\]

The field at a given depth counts the donors between that depth and the edge. A second integration gives the total bending:

\[
V=\int_0^W F(x)\,dx=\frac{q}{\varepsilon}\int_0^W dx\int_x^W dx'\,N(x') .
\]

The integration covers the triangle \(0<x<x'<W\). If \(x\) is integrated first, it runs from 0 to \(x'\) and contributes a factor \(x'\). Therefore

\[
V=\frac{q}{\varepsilon}\int_0^W x\,N(x)\,dx .
\]

Each donor contributes in proportion to its depth, because its field lines run from it to the metal and cross that distance.

## (b) The depletion edge

**Show that the edge lies roughly 195 nm below the surface, and compare this with uniform doping at either density.**

First decide where the edge lies. If it were inside the layer, the bending could be at most the value reached at \(W=a\),

\[
V_0=\frac{q}{\varepsilon}\int_0^a xN_1\,dx=\frac{qN_1a^2}{2\varepsilon}.
\]

With \(q/(2\varepsilon)=7.733\times10^{-8}\) V cm and \(a=2\times10^{-6}\) cm,

\[
V_0=(7.733\times10^{-8})(10^{18})(4\times10^{-12})\ \text{V}=0.3093\ \text{V}.
\]

This is less than 0.6 V, so the edge lies below the layer. Splitting the integral of part (a) at \(a\) gives

\[
V=\frac{q}{\varepsilon}\left[N_1\frac{a^2}{2}+N_2\frac{W^2-a^2}{2}\right]
=V_0+\frac{qN_2}{2\varepsilon}(W^2-a^2),
\]

and solving for the edge,

\[
W=\sqrt{a^2+\frac{2\varepsilon}{qN_2}(V-V_0)} .
\]

The remaining bending is \(0.6000-0.3093=0.2907\) V, so

\[
W^2-a^2=\frac{0.2907}{(7.733\times10^{-8})(10^{16})}\ \text{cm}^2
=3.759\times10^{-10}\ \text{cm}^2 .
\]

Adding \(a^2=0.040\times10^{-10}\ \text{cm}^2\) gives \(W^2=3.799\times10^{-10}\ \text{cm}^2\), and

\[
W=1.949\times10^{-5}\ \text{cm}\approx195\ \text{nm}.
\]

At the same bending, uniform doping at \(N_2\) would give 278.5 nm and uniform doping at \(N_1\) would give 27.9 nm. The layer therefore shortens the depletion region by about 84 nm although it is itself 20 nm thick.

Two limits check the formula. For \(N_1=N_2\) the terms in \(a^2\) cancel and the uniform result \(W^2=2\varepsilon V/(qN_2)\) returns. If instead \(a\to0\) at fixed dose \(S=N_1a\), then \(V_0=qSa/(2\varepsilon)\to0\), and again the uniform result returns. A sheet of donors lying at the metal surface raises the surface field but has no distance over which to produce bending.

## (c) Field, charge and voltage

**Find the field at both faces of the layer, and the shares of charge and voltage that belong to the layer.**

At depth \(a\) the field comes from the deeper donors. Since \(W-a=1.749\times10^{-5}\) cm,

\[
F(a)=\frac{qN_2}{\varepsilon}(W-a)=0.0271\ \text{MV/cm}.
\]

The layer adds \(qN_1a/\varepsilon=2V_0/a=0.3093\) MV/cm, so the surface field is \(F(0)=0.3364\) MV/cm.

The ionised donors per unit area number \(N_1a=2.00\times10^{12}\ \text{cm}^{-2}\) in the layer and \(N_2(W-a)=0.175\times10^{12}\ \text{cm}^{-2}\) below it. The layer holds 92% of the charge in about a tenth of the depletion width.

Below the layer the field falls linearly to zero, so the bending remaining at \(a\) is the area of a triangle:

\[
\psi(a)=\tfrac12F(a)(W-a)=0.2366\ \text{V}.
\]

The drop across the layer is then \(0.6000-0.2366=0.3634\) V. This is larger than \(V_0\), because the field of the deeper donors also passes through the layer:

\[
V-\psi(a)=V_0+F(a)\,a=0.3093+0.0541=0.3634\ \text{V}.
\]

Thus \(V_0\) is the contribution of the layer's charge to the total bending, whereas 0.3634 V is the voltage between the layer's two faces.

## (d) The electrons that the approximation leaves out

**Check that the layer is empty of electrons. Then include the electrons below the layer and find the corrected depth.**

In equilibrium, for non-degenerate electrons, \(n=N_2e^{-\psi/V_T}\). The estimate \(\psi(a)=0.2366\) V is about \(9V_T\), so \(n(a)\) is about four orders of magnitude below \(N_2\), and further still below \(N_1\). Nearer the surface \(\psi\) is larger and \(n\) smaller. The layer is empty.

This also settles whether a high-low junction voltage should be added. A neutral part of the layer would need \(n=N_1\), hence \(\psi=-V_T\ln(N_1/N_2)=-0.119\) V. The layer has no such part, and \(V\) is already measured from the deep bulk, so nothing is added.

Below the layer, Poisson's equation with electrons is

\[
\psi''=\frac{qN_2}{\varepsilon}\left(1-e^{-\psi/V_T}\right).
\]

Multiply by \(\psi'\). The left side becomes the derivative of \(\tfrac12\psi'^2\), and the right side the derivative of \((qN_2/\varepsilon)(\psi+V_Te^{-\psi/V_T})\). Integrating from the deep bulk, where \(\psi=\psi'=0\), gives

\[
\frac{F^2}{2}=\frac{qN_2}{\varepsilon}\left[\psi-V_T\left(1-e^{-\psi/V_T}\right)\right].
\]

At \(x=a\) the exponential is about \(10^{-4}\) and can be dropped:

\[
\psi(a)=V_T+\frac{\varepsilon F(a)^2}{2qN_2}.
\]

There is no longer a sharp edge, so one must be defined. Let \(W_{th}\) be the edge that would give the same net charge below the layer, that is, \(F(a)=qN_2(W_{th}-a)/\varepsilon\). Then

\[
\psi(a)=V_T+\frac{qN_2}{2\varepsilon}(W_{th}-a)^2 .
\]

The empty layer adds, as in part (c),

\[
V-\psi(a)=\frac{qN_1a^2}{2\varepsilon}+\frac{qN_2}{\varepsilon}(W_{th}-a)\,a .
\]

Add the two equations. Since \((W_{th}-a)^2+2a(W_{th}-a)=W_{th}^2-a^2\),

\[
V-V_T=V_0+\frac{qN_2}{2\varepsilon}(W_{th}^2-a^2).
\]

This is the formula of part (b) with \(V\) replaced by \(V-V_T\). Numerically,

\[
W_{th}^2=a^2+\frac{0.2907-0.02585}{7.733\times10^{8}}\ \text{cm}^2
=3.465\times10^{-10}\ \text{cm}^2,\qquad W_{th}=186\ \text{nm}.
\]

The corrected depth is 4.5% smaller than the depletion value. Electrons cancel part of the donor charge just inside the depletion edge, and leave some donors uncovered just beyond it. The net charge therefore lies deeper on average. By part (a), deeper charge produces more bending, so less of it is needed for the same \(V\), and \(W_{th}\), which measures that charge, is smaller. The transition is gradual; its length scale is the bulk Debye length \(\sqrt{\varepsilon V_T/(qN_2)}=41\) nm.

A numerical solution of the full Poisson equation for the same structure, with electrons and holes throughout, also gives 186.1 nm. It gives \(\psi(a)=0.2393\) V and \(n(a)=9.6\times10^{11}\ \text{cm}^{-3}\), about a millionth of \(N_1\). At 400 K, with the bending and doping held fixed, formula and numerical solution both give 183.1 nm.

The derivation requires \(\psi(a)\) to be several \(V_T\). As \(V\) is lowered towards \(V_0\), this fails: the dropped exponential matters, and neither formula should be used. At \(V=0.35\) V, for example, the formula gives \(W_{th}=48\) nm where the full equation gives 59 nm. The layer itself stays nearly empty, since \(n\le N_2\ll N_1\) as long as \(\psi(a)>0\).

## (e) Capacitance and sensitivity to the layer

**Find the small-signal capacitance per unit area. How far does \(W\) move if the layer is 1 nm thinner or thicker, or if its lower boundary is smeared?**

The charge per unit area is \(Q=q[N_1a+N_2(W_{th}-a)]\). The layer is already empty, so a change of bending alters the second term alone. Differentiating the last equation of part (d) with respect to \(V\),

\[
1=\frac{qN_2}{\varepsilon}W_{th}\frac{dW_{th}}{dV},
\qquad
C=\frac{dQ}{dV}=qN_2\frac{dW_{th}}{dV}=\frac{\varepsilon}{W_{th}} .
\]

This gives \(C=1.0359\times10^{-12}/(1.861\times10^{-5})=5.57\times10^{-8}\ \text{F/cm}^2\), or 55.7 nF/cm². The change of charge in the full numerical solution, between bendings of 0.595 and 0.605 V, gives the same value. Within this model, a capacitance measurement interpreted as \(\varepsilon/C\) yields 186 nm, not 195 nm.

For the thickness, hold \(V\), \(N_1\) and \(N_2\) fixed. Part (b) then says that \(N_1a^2+N_2(W^2-a^2)\) is constant. Its differential is zero:

\[
2(N_1-N_2)a\,da+2N_2W\,dW=0,
\qquad
\frac{dW}{da}=-\frac{N_1-N_2}{N_2}\,\frac{a}{W}=-99\times\frac{20}{194.9}\approx-10 .
\]

One nanometre of layer moves the edge by about ten nanometres in the opposite direction. The full formula gives 204.6 nm for \(a=19\) nm and 184.2 nm for \(a=21\) nm.

For smearing, replace the step by an average over steps at positions \(s\), distributed as a Gaussian of mean \(a\) and standard deviation \(\sigma=3\) nm. The mean of \(s\) is unchanged, and so is the dose. The mean of \(s^2\) is \(a^2+\sigma^2\), so the first moment in part (a) grows by \((N_1-N_2)\sigma^2/2\). At fixed \(V\) this must be offset by a smaller \(W\):

\[
\Delta(W^2)=-\frac{N_1-N_2}{N_2}\sigma^2=-99\times9\ \text{nm}^2=-891\ \text{nm}^2 ,
\]

which brings \(W\) from 194.9 to 192.6 nm. Smearing by 3 nm matters less than an error of 1 nm in the mean depth, because it enters through \(\sigma^2\) and not through \(2a\,\Delta a\).

## (f) Comparison with a real contact

**Relate the model to a silicide contact on silicon, and estimate the main effects left out.**

The bulk Fermi level lies 0.205 eV below the conduction band, for a rough effective density of states of \(2.8\times10^{19}\ \text{cm}^{-3}\). The barrier is therefore \(0.600+0.205=0.805\) eV before image-force lowering. This is somewhat below the value usually quoted for platinum silicide on n-type silicon, about 0.85 eV, so the model represents such a contact at zero bias only roughly, here with a shallow donor implant. One assumption that a real contact breaks is the box-shaped layer: an implanted profile is graded, and silicide formation consumes silicon and can redistribute dopants. The smooth charge is also an idealisation: donors in the layer are about 10 nm apart, and their random positions make the potential 1 nm below the metal vary by roughly 0.013 V rms, so the barrier estimates below are lateral averages. The thickness \(a\) must be counted from the final silicide interface. By part (e), losing 1 nm of the layer at fixed bending moves the edge from 195 to about 205 nm.

**Image force.** An electron at depth \(x\) is attracted by its image, which adds \(-q/(16\pi\varepsilon x)\) to its energy in volts. Near the surface the bending adds \(-Fx\), with \(F=F(0)\). The sum is greatest where \(q/(16\pi\varepsilon x^2)=F\). There the two terms are equal, and the top is lowered by

\[
2Fx=\sqrt{\frac{qF}{4\pi\varepsilon}}=0.064\ \text{V}
\quad\text{at}\quad x=0.96\ \text{nm}.
\]

This changes the barrier seen by the current, not the bending that fixes \(W\). It matters if the bending is inferred from a measured barrier. If 0.6 V had been obtained from a barrier already lowered in this way, the electrostatic bending would be about 0.664 V and the depletion edge would lie at 215 nm.

**Tunnelling.** Electrons may also cross slightly below the top. An energy \(\delta\) below it, the thermal population gains a factor \(e^{\delta/kT}\) and the semiclassical transmission costs a factor \(e^{-G(\delta)}\). The product of the two factors is greatest where \(\delta-kT\,G(\delta)\) is greatest. Without image rounding this maximum, listed as "tunnel lowering" in the output, is roughly 0.03 eV for a mass of 0.19 electron masses and less than 0.01 eV for 0.92, the two values normal to a (100) silicon surface. It is not yet the effective lowering of the barrier, because electrons over a whole range of energies contribute to the current. The image force must also be included, because it lowers and thins the same barrier. A semiclassical sum over energies then gives a further lowering, beyond that of the image force, of roughly 0.03 eV for the light mass and 0.01 eV for the heavy one. These figures move by several meV with the treatment of energies near the top. They also leave out quantum reflection at the metal, which reduces the gain and can cancel it for the heavy mass. They are less than the image lowering, but the current depends exponentially on the barrier, so a calculation of the current should include tunnelling and reflection together. It does not change the bending that fixes \(W\).

**Holes and breakdown.** With holes in equilibrium with the bulk, their surface density is about \(10^{14}\ \text{cm}^{-3}\) at 300 K, far below \(N_1\). At 400 K the output lists \(4.3\times10^{16}\ \text{cm}^{-3}\), but this assumes a gap that does not change with temperature. The narrowing of the real gap raises the value to about \(10^{17}\ \text{cm}^{-3}\), a tenth of \(N_1\). Both figures keep the bending at 0.6 V. In a real contact it is the barrier that stays roughly fixed, while the bulk Fermi level sinks on heating. With the barrier held at 0.805 eV, the bending at 400 K is about 0.52 V, the surface hole density about \(10^{16}\ \text{cm}^{-3}\), and \(W_{th}\) about 151 nm. The surface field of 0.34 MV/cm is high, but the whole bending is only a little more than half of the gap, which is roughly 1.1 eV. A carrier crossing the region cannot gain a gap's worth of energy from it, and the surface valence band does not rise to the bulk conduction band. Avalanche and band-to-band tunnelling are thus absent at this bending; under a large reverse bias the question must be asked again.

Most of the values used here are listed in the numerical output below.

## Values computed for the example and the checks

```
INPUTS
layer density N1 = 1.0e+18 cm^-3
bulk density N2 = 1.0e+16 cm^-3
layer thickness a = 20.0 nm
band bending V = 0.600 V
relative permittivity = 11.7
permittivity = 1.0359e-12 F/cm
q/(2 eps) = 7.7330e-08 V cm
kT/q at 300 K = 0.02585 V
DEPLETION APPROXIMATION
layer-charge bending V0 = 0.3093 V
remaining V - V0 = 0.2907 V
W^2 - a^2 = 37590 nm^2
depletion edge W = 194.91 nm
W by double integration = 194.91 nm
W if all N2 = 278.5 nm
W if all N1 = 27.9 nm
field at surface = 0.3364 MV/cm
field at depth a = 0.0271 MV/cm
bending left at depth a = 0.2366 V
drop across layer = 0.3634 V
deep-charge field times a = 0.0541 V
layer share of charge = 92.0 %
dW/dV = 0.332 nm/mV
THERMAL TAIL AND FULL POISSON SOLUTION
W_th formula, 300 K = 186.14 nm
W_th numerical, 300 K = 186.14 nm
shift from W = -4.5 %
W_th formula, 400 K = 183.12 nm
W_th numerical, 400 K = 183.10 nm
numerical bending at a, 300 K = 0.2393 V
electrons at a, 300 K = 9.55e+11 cm^-3
bulk Debye length = 40.9 nm
high-low voltage, not added = 0.119 V
capacitance eps/W_th = 55.65 nF/cm2
capacitance numerical = 55.65 nF/cm2
NEGLECTED EFFECTS
W for a = 19 nm: 204.6 nm
W for a = 21 nm: 184.2 nm
W for step smeared by 3 nm: 192.6 nm
image-force lowering = 0.0643 eV
barrier top at depth = 0.96 nm
W if bending is larger by this = 215.2 nm
tunnel lowering, mass 0.19 = 0.0259 eV
tunnel lowering, mass 0.92 = 0.0057 eV
bulk donors ionised = 99.6 %
bulk Fermi level below band = 0.205 eV
barrier before image lowering = 0.805 eV
surface holes, 300 K = 1.2e+14 cm^-3
surface holes, 400 K = 4.3e+16 cm^-3
rough gap = 1.12 eV; bending/gap = 0.54
```
